# Integrating exponential-tail trapped charge across a sharp Fermi step

**Setting.** A thin-film transistor simulator needs the density $n_t$ of electrons trapped in a conduction-band tail,

$$g(E)=N_t\,e^{(E-E_C)/W},\qquad E\le E_C ,$$

where $E_C$ is the band edge and $W$ the tail width. The states are independent, each holds at most one electron, and occupation is the equilibrium Fermi function. The tail is continued downwards without limit. The Fermi level lies at depth $D=E_C-E_F\ge 0$. Define

$$x=\frac{E_C-E}{W},\qquad u=\frac{D}{W},\qquad r=\frac{kT}{W},\qquad N=n+\tfrac12 ,$$

with $n$ the number of points of a Gauss rule, and take $0<r<1$. For numerical work use $N_t=10^{20}\ \mathrm{cm^{-3}\,eV^{-1}}$, $W=80$ meV and $D=0.30$ eV, so $u=3.75$. The temperatures are 300, 77 and 20 K, for which $r=0.3231$, $0.0829$ and $0.0215$.

## Part (a)

**Question.** Reduce $n_t$ to a dimensionless integral with weight $e^{-x}$, and evaluate it in closed form as a benchmark.

**Answer.** Since $dE=-W\,dx$ and $(E-E_F)/kT=(u-x)/r$,

$$n_t=N_tW\,I,\qquad I=\int_0^\infty e^{-x}h(x)\,dx,\qquad h(x)=\frac1{1+e^{(u-x)/r}} .$$

Deep states have large $x$, so $h$ rises from 0 to 1 at $x=u$, over a width of a few $r$.

Extend the integral to $x=-\infty$ and subtract the addition. In the extended integral put $q=e^{-(x-u)/r}$, so that $dx=-r\,dq/q$ and $e^{-x}=e^{-u}q^r$:

$$\int_{-\infty}^{\infty}e^{-x}h\,dx=re^{-u}K,\qquad K=\int_0^\infty\frac{q^{r-1}}{1+q}\,dq .$$

A contour around the cut $q>0$ encloses the pole $q=e^{i\pi}$. It gives $(1-e^{2\pi ir})K=-2\pi i\,e^{i\pi r}$, hence $K=\pi/\sin\pi r$. For $x<0$ the occupation is a geometric series, $h=\sum_{m\ge1}(-1)^{m-1}e^{-m(u-x)/r}$, and $\int_{-\infty}^0e^{-x+mx/r}dx=r/(m-r)$. Therefore, for $u>0$,

$$I=e^{-u}\frac{\pi r}{\sin\pi r}-\sum_{m=1}^\infty(-1)^{m-1}e^{-mu/r}\frac{r}{m-r}.$$

The sum removes states that do not exist above $E_C$. When $r\ll1$ and $u\gg r$, $I\approx e^{-u}(1+\pi^2r^2/6)$: the filled states below $E_F$, plus a small thermal correction. A pure exponential thus needs no quadrature, which makes it a good test case for methods meant for other densities of states.

## Part (b)

**Question.** The $n$-point Gauss-Laguerre rule $Q_n$ is applied directly to $h$. Express its error exactly through the poles of $h$.

**Answer.** Taking the logarithmic derivative of $\cosh v=\prod_{k\ge0}[1+4v^2/((2k+1)^2\pi^2)]$ at $v=y/2$, with $y=(x-u)/r$ and $a_k=(2k+1)\pi$, gives

$$h=\frac12+\frac12\tanh\frac y2=\frac12+\sum_{k\ge0}\frac{2y}{y^2+a_k^2}
=\frac12+r\sum_{k\ge0}\left[\frac1{x-z_k}+\frac1{x-z_k^*}\right],$$

with $z_k=u+i\pi r(2k+1)$. The rule integrates the constant without error, so the error for $1/(x-z)$ is enough. Consider

$$p(x)=\frac{1-L_n(x)/L_n(z)}{x-z}.$$

The numerator vanishes at $x=z$, so $p$ is a polynomial of degree $n-1$, which the rule integrates exactly. At the nodes $L_n=0$, so there $p=1/(x-z)$. The error, integral minus rule, is therefore

$$R_n(z)=\frac{J_n(z)}{L_n(z)},\qquad J_n(z)=\int_0^\infty\frac{e^{-x}L_n(x)}{x-z}\,dx .$$

Insert $e^{-x}L_n=(1/n!)\,d^n(x^ne^{-x})/dx^n$ and integrate by parts $n$ times. The boundary terms vanish, and the two factors $(-1)^n$ cancel:

$$J_n(z)=\int_0^\infty\frac{x^ne^{-x}}{(x-z)^{n+1}}\,dx,\qquad
I-Q_n=2r\,\mathrm{Re}\sum_{k\ge0}\frac{J_n(z_k)}{L_n(z_k)} .$$

## Part (c)

**Question.** Find the error for large $n$, and the number of points needed for a relative error $\varepsilon$ when $kT\ll W$.

**Answer.** First let $z=-a$ with $a>0$, and put $X=x+a/2$. Then

$$\frac{x^n}{(x+a)^{n+1}}=\left(\frac{x}{x+a}\right)^{N}\frac1{\sqrt{x(x+a)}}\approx\frac{e^{-Na/X}}{X},$$

because $\ln[(X-a/2)/(X+a/2)]=-a/X-a^3/(12X^3)-\dots$. The important region is $X\sim\sqrt{Na}\gg a$, where the dropped exponent is of order $a^{3/2}/(12\sqrt N)$. With $e^{-x}=e^{a/2}e^{-X}$,

$$J_n\approx e^{a/2}\int_0^\infty e^{-X-Na/X}\frac{dX}X=2e^{-z/2}K_0(s),\qquad s=2\sqrt{-zN}.$$

For $L_n$, substitute $L_n=e^{z/2}v$ in $zL_n''+(1-z)L_n'+nL_n=0$. This gives $zv''+v'+(N-z/4)v=0$. Between 0 and $z$ the term $z/4$ changes the exponent of $v$ by about $|z|^{3/2}/(12\sqrt N)$. When this is small the term can be dropped, leaving the modified Bessel equation of order zero in $s$. Since $L_n(0)=1$, $L_n\approx e^{z/2}I_0(s)$. Both results continue to complex $z$ off the positive axis, with $\mathrm{Re}\sqrt{-z}>0$.

When $\mathrm{Re}\,s$ is large enough for $I_0$ to be governed by its growing exponential, $K_0/I_0\approx\pi e^{-2s}$. The nearest pole pair then dominates:

$$I-Q_n\approx4\pi r\,\mathrm{Re}\left[e^{-z_0-4\sqrt{-z_0N}}\right],\qquad z_0=u+i\pi r. \tag{1}$$

Write $\sqrt{-z_0}=\sigma-i\tau$. Squaring gives $\sigma^2-\tau^2=-u$, while the modulus gives $\sigma^2+\tau^2=|z_0|$. Hence

$$\sigma=\sqrt{\frac{|z_0|-u}{2}}\approx\frac{\pi r}{2\sqrt u}\qquad(\pi r\ll u).$$

The envelope of (1) is $4\pi re^{-u}e^{-4\sigma\sqrt N}$. Setting it equal to $\varepsilon I$ yields

$$N=\left(\frac{\Lambda}{4\sigma}\right)^2\approx\frac{u\Lambda^2}{4\pi^2r^2},\qquad \Lambda=\ln\frac{4\pi re^{-u}}{\varepsilon I}. \tag{2}$$

Apart from the logarithm, the cost grows as $(W/kT)^2$. The rule still converges, but slowly, because the poles of $h$ lie close to the integration axis. Equation (2) requires $\Lambda$ to be well above zero, so $r$ may not tend to zero at fixed $\varepsilon$. That limit is the next part.

## Part (d)

**Question.** What does the rule return when $kT$ is too small for its nodes to resolve? What happens to the trap capacitance, which is proportional to $dn_t/dE_F$?

**Answer.** On the positive axis $L_n(x)\approx e^{x/2}J_0(2\sqrt{Nx})$. Neighbouring zeros of $J_0$ are about $\pi$ apart, and the argument changes at the rate $\sqrt{N/x}$. The node spacing at the Fermi level is therefore

$$\Delta=\pi\sqrt{u/N}.$$

The weights follow from part (b). Near a node $x_j$, $R_n(z)$ has the pole $w_j/(z-x_j)$, so $w_j=J_n(x_j)/L_n'(x_j)$. With $y_j=2\sqrt{Nx_j}$ and $J_0(y_j)=0$, $K_0$ continues to $-\tfrac{\pi}{2}Y_0(y_j)$, and

$$w_j\approx\frac{-\pi e^{-x_j/2}Y_0(y_j)}{-e^{x_j/2}J_1(y_j)\sqrt{N/x_j}}
=\pi\sqrt{\frac{x_j}{N}}\,e^{-x_j}\frac{Y_0(y_j)}{J_1(y_j)} .$$

The Wronskian gives $Y_0J_1=2/(\pi y_j)$ at a zero of $J_0$, and for large $y_j$ also $J_1^2\approx2/(\pi y_j)$. The last ratio tends to 1, so $w_j\approx e^{-x_j}\Delta$ with $\Delta$ taken at $x_j$.

At $T=0$ the true integral $e^{-u}$ is continuous in $u$, but $Q_n$ jumps by $w_j$ whenever $E_F$ passes a node. On at least one side of the jump the error is no less than $w_j/2$, a fraction $\Delta/2$ of the true value. This falls only as $n^{-1/2}$. For $n=800$, summing the weights on either side of each node between $D=0.25$ and $0.35$ eV gives a larger one-sided error that averages $1.03$ times $\Delta/2$.

At finite temperature the exponential decay in (1) sets in when $4\sigma\sqrt N\approx1$, that is near

$$N^*=\frac{u}{(2\pi r)^2},$$

which is 0.9, 13.8 and 205 at 300, 77 and 20 K. Well below $N^*$ the rule sees a sharp step. Its charge is still a staircase in $E_F$ at $N^*$ itself, where the node spacing $\Delta=2\pi^2r$ corresponds to about $20\,kT$; smooth results need many more points.

The capacitance suffers more. Differentiating the rule gives $-dQ_n/du=\sum_jw_jh_j(1-h_j)/r$. A node at $E_F$ contributes $w_j/(4r)$, or $\Delta/(4r)$ relative to the true value $\approx e^{-u}$. For 64 points at 20 K this is $0.757/(4\times0.0215)=8.8$. Scanning $D$ from 0.25 to 0.35 eV, the computed capacitance ranges from practically zero to 8.7 times the true one. At 77 K the range is 0.16 to 2.3, and at 300 K it is 0.99 to 1.01. A Newton solver that uses this derivative in the cold receives spikes separated by flat stretches.

## Part (e)

**Question.** Now cut the integral at $x=u$, with $n$ Gauss-Legendre points on $[0,u]$ and $n$ Gauss-Laguerre points on $[u,\infty)$. Does the cut remove the dependence on temperature?

**Answer.** No. On the deep side put $x=u+y$. The integral is $e^{-u}\int_0^\infty e^{-y}/(1+e^{-y/r})\,dy$, the earlier problem with $u=0$ inside $h$. Its nearest poles are $y=\pm i\pi r$, and $\sqrt{-i\pi r}=(1-i)\sqrt{\pi r/2}$. Equation (1) becomes

$$\text{error}\approx4\pi re^{-u}e^{-\theta}\cos(\theta-\pi r),\qquad\theta=4\sqrt{\pi rN/2}. \tag{3}$$

Equating the envelope to $\varepsilon I$ gives $N=\Lambda^2/(8\pi r)$. While $\Lambda$ is well above zero, the cost now grows as $W/kT$ instead of its square, apart from the logarithm. Gauss nodes crowd towards an end point, which helps, but the layer of width $kT$ is still there.

On the shallow side, map $[0,u]$ to $[-1,1]$. The pole goes to $\zeta=1+2\pi ir/u$. The factor $e^{-x}$ has no poles, so it changes the residue there but not the rate of convergence. For the pole term $1/(x-\zeta)$, the argument of part (b), with $P_n$ in place of $L_n$, gives the error as $\int(1-x^2)^n/[2^n(\zeta-x)^{n+1}]\,dx$ divided by $P_n(\zeta)$, up to sign. With $\rho=|\zeta+\sqrt{\zeta^2-1}|$, the stationary value of $(1-x^2)/[2(\zeta-x)]$ is $\zeta-\sqrt{\zeta^2-1}$, of modulus $1/\rho$, while $P_n$ grows as $\rho^n$. The error falls as $\rho^{-2n}$. Near $\zeta=1$,

$$\ln\rho\approx\mathrm{Re}\sqrt{2(\zeta-1)}=\sqrt{2\pi r/u},$$

so this side needs points in proportion to $\sqrt{u/r}$, again up to a logarithm. For small $r$, but with $\Lambda$ still well above zero, the deep side sets the cost.

## Part (f)

**Question.** Modify the split so that the number of points hardly depends on temperature.

**Answer.** Integrate the filled step analytically, and measure the remaining energies in units of $kT$:

$$I=\int_u^\infty e^{-x}dx+\int_0^ue^{-x}h\,dx-\int_u^\infty e^{-x}(1-h)\,dx .$$

The first term is $e^{-u}$. In the second put $x=u-rt$, so $h=1/(e^t+1)$. In the third put $x=u+rt$, so $1-h=1/(e^t+1)$. Then

$$I=e^{-u}\left[1+r\int_0^{u/r}\frac{e^{rt}}{e^t+1}dt-r\int_0^\infty\frac{e^{-rt}}{e^t+1}dt\right]. \tag{4}$$

The terms are the filled step, the electrons above $E_F$ and the holes below it. For $r\to0$ with $u$ fixed, the bracket becomes $1+2r^2\int_0^\infty t\,dt/(e^t+1)=1+\pi^2r^2/6$, in agreement with part (a).

The nearest poles are now $t=\pm i\pi$ at every temperature. The hole integral suits Gauss-Laguerre, with $e^{-rt}/(1+e^{-t})$ multiplying the weight $e^{-t}$. The electron integral suits Gauss-Legendre on $[0,T_c]$, where $T_c$ is the smaller of $u/r$ and $36/(1-r)$. The part cut off is below $re^{-36}/(1-r)$ in the bracket. As $r\to0$, $T_c$ stays near 36 and $\ln\rho\approx\sqrt{2\pi/T_c}$ stays near 0.42. The prefactor $r$ even reduces the error.

For another density of states, the same step requires the integral of $g$ below $E_F$, and a $g$ that is smooth on the scale of $kT$.

## Part (g)

**Question.** Compare the three methods for the given tail.

**Answer.** With 32 points in total (16 per piece for the splits), the trapped densities in $10^{17}\ \mathrm{cm^{-3}}$ are:

| $T$ (K) | closed | unsplit | plain split | scaled split |
|---|---|---|---|---|
| 300 | 2.248 | 2.230 | 2.248 | 2.248 |
| 77 | 1.903 | 1.461 | 1.899 | 1.903 |
| 20 | 1.883 | 1.352 | 1.905 | 1.883 |

The scale is $N_tWe^{-u}=8\times10^{18}\times0.02352=1.88\times10^{17}\ \mathrm{cm^{-3}}$. The unsplit rule is 0.8 %, 23 % and 28 % low. By the formula for $\Delta$ in part (d), its nodes are roughly 85 meV apart at $E_F$, against $kT=25.9$, 6.6 and 1.7 meV. The sign of the error depends on where $E_F$ lies between nodes.

A fairer measure is the worst relative error over $D=0.25$ to $0.35$ eV. This error oscillates with $n$, so the counts are those from which it stays below $10^{-3}$ (the unsplit rule at 77 K first dips below at 765 points, then rises above again):

| $T$ (K) | unsplit, from (2) | unsplit, run | plain split | scaled split |
|---|---|---|---|---|
| 300 | 71 | 71 | 16 | 10 |
| 77 | 776 | 775 | 46 | 16 |
| 20 | 7489 | not run | 74 | 10 |

For the 77 K estimate take the deepest level, $u=4.375$. Then $4\sigma\approx2\pi r/\sqrt u=0.249$. With $e^uI\approx1.011$, $\Lambda=\ln[1.042/(0.001\times1.011)]=6.94$, and $N\approx(6.94/0.249)^2\approx777$; unrounded values give the 776 of the table.

At 20 K the envelope of (3) suggests about 58 points per piece for the plain split, or 116 in total, but 74 suffice. The cosine explains this. At $n=37$, (3) gives an error of magnitude $0.8\times10^{-3}$ relative to $e^{-u}$. The next lobe, of opposite sign, peaks at $0.7\times10^{-3}$, so the error does not return above the target. The scaled split needs most points at 77 K because $T_c$ there is about as long as at 20 K, with a prefactor $r$ four times larger, and about three times as long as at 300 K.

## Part (h)

**Question.** How far can these densities be trusted for an amorphous In-Ga-Zn-O channel?

**Answer.** The parameters are illustrative, not fitted to a measured film, and for $r<1$, $n_t$ depends strongly on $W$ through $e^{-D/W}$; for $r>1$ the states near $E_C$ dominate and the scale is $e^{-D/kT}$ instead. A 20 meV tail at 300 K would have $r=1.29$, outside the range assumed in deriving the closed form, since the extended integral diverges for $r\ge1$. The result itself continues analytically to any non-integer $r>1$ when $u>0$; at an integer $r$ its two singular terms cancel and the limit must be taken. Equation (4) holds as well, with $T_c=u/r$.

Several omissions matter more than the quadrature error of a good rule. If either spin can fill an empty trap, but double occupation is forbidden, $u$ is replaced by $u-r\ln2$. This raises $n_t$ by 25 %, 6 % and 1.5 % at 300, 77 and 20 K. Flat deep acceptor states of $2\times10^{16}\ \mathrm{cm^{-3}\,eV^{-1}}$, reaching 1.5 eV below $E_C$, would add 11 to 13 %. Free electrons, for an effective mass of 0.34 electron masses, are a fraction $10^{-3.7}$ of the trapped ones at 300 K and far fewer in the cold. This holds for the 80 meV tail only: with the same $N_t$ and $D$, a 20 meV tail at 300 K traps $8\times10^{13}\ \mathrm{cm^{-3}}$, and the free electrons amount to about 0.6 of that.

Two omissions undermine the cold cases. The Coulomb energy of two electrons at the mean distance $n_t^{-1/3}$, with relative permittivity 10, is 8 to 9 meV. This exceeds $kT$ at 77 and 20 K, but only states near $E_F$ can rearrange. The Coulomb gap estimated from $g(E_F)$ without gate screening, $\sqrt{\pi g(E_F)/3}\,(e^2/4\pi\epsilon_0\epsilon_r)^{3/2}\approx3$ meV, lies below $kT$ at 77 K and above it at 20 K. Independent occupation is therefore marginal at 77 K and doubtful at 20 K. Moreover, thermal emission from depth $D$ takes about $e^{D/kT}/\nu$. With $\nu=10^{12}\ \mathrm{s^{-1}}$ this is $10^{-7}$ s at 300 K but $10^{7.6}$ s, over a year, at 77 K. Unless another path such as tunnelling empties the traps, their occupation depends on how they were filled, and a rate equation must replace the equilibrium Fermi function. The 77 and 20 K results compare integration methods for an assumed equilibrium; they do not predict the charge in a cooled transistor.
